# Why Early 3d Elements Lack a 2:1 L3 to L2 Ratio

The ratio of two integrated line intensities is a pure number. If the final states of 2p → 3d absorption are governed by two energies, the 2p spin-orbit splitting $\Delta$ and an electron-hole exchange energy $K$, the ratio can depend on $K/\Delta$ alone:

$$\frac{I(L_3)}{I(L_2)}=f\!\left(\frac K\Delta\right).$$

Symmetry fixes both ends of this function. When $K=0$, the hole has a definite $j$, and the intensities follow the $4:2$ count of 2p3/2 and 2p1/2 electrons, so $f(0)=2$. When $\Delta=0$, nothing couples spin to orbital motion. The dipole operator does not act on spin, so an ion that starts as a spin singlet is excited only to a singlet. Exchange places that singlet above the triplets, the lower line has no intensity, and $f(\infty)=0$. A ratio of 2 thus belongs to one end of a range, and the task is to find $f$ and the place of the early 3d elements on it.

## The model

Consider a free ion with an empty 3d shell, excited from $2p^63d^0$ to $2p^53d^1$. The final states are pairs of a 2p hole and a 3d electron, $6\times10=60$ in number. Three simplifications define the model:

- 3d spin-orbit coupling is neglected, and there is no crystal field.
- The spherical part of the electron-hole attraction shifts all pairs equally and is absorbed in the energy zero. Its quadrupole part, the Slater integral $F^2$, is left out at first and restored later.
- Couplings to negative-frequency excitations are dropped, as is the variation of the photon-energy prefactor between the edges. Both are small because $K$ and $\Delta$ lie between a few eV and less than 20 eV for the ions treated below, against an edge energy of several hundred eV.

Let $\mathbf l$ and $\mathbf s$ be the orbital and spin angular momentum of the hole, and $\Lambda=\mathbf l\cdot\mathbf s$. From $\Lambda=\tfrac12[j(j+1)-l(l+1)-s(s+1)]$ with $l=1$, $s=\tfrac12$, the eigenvalues are $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. A 2p electron has spin-orbit energy $\zeta\Lambda$. Removing it costs the opposite amount, so the hole energy is $-\zeta\Lambda$: $-\zeta/2$ for $j=\tfrac32$ and $+\zeta$ for $j=\tfrac12$. Hence L3 is the lower edge, and $\Delta=\tfrac32\zeta$. With energies measured from the bare L3 edge,

$$H_0=\Delta P_{1/2},\qquad P_{1/2}=\tfrac13(1-2\Lambda),\qquad P_{3/2}=1-P_{1/2}.$$

The projector is correct because $1-2\Lambda$ equals 0 for $j=\tfrac32$ and 3 for $j=\tfrac12$.

For light polarized along $z$, the dipole operator creates one normalized pair state, $|B\rangle$. It is a spin singlet with total orbital momentum $L=1$, that is, $^1P$. In a singlet the hole spin has zero average and the state is a product of an orbital and a spin part, so $\langle B|\Lambda|B\rangle=0$. Therefore

$$\langle B|P_{1/2}|B\rangle=\tfrac13,\qquad \langle B|P_{3/2}|B\rangle=\tfrac23 .$$

This is the statistical 2:1. Normalizing the two projections to $|b_3\rangle$ and $|b_2\rangle$ gives

$$|B\rangle=\sqrt{\tfrac23}\,|b_3\rangle+\sqrt{\tfrac13}\,|b_2\rangle .$$

## What exchange does

Electron-hole exchange is the Coulomb interaction between transition densities, the products of a hole orbital and an electron orbital at the same point. Their spin sum vanishes for triplets. For the singlet $(\uparrow\uparrow+\downarrow\downarrow)/\sqrt2$, where the arrows label the vacated and the occupied spin orbital, each density gains a factor $\sqrt2$, and the energy a factor 2.

The transition density of $|B\rangle$ has the angular form $qY_{10}$. To find $q$, let $D_{ai}=\langle a|n_z|i\rangle$ be the angular dipole elements between the real p orbitals $i$ and d orbitals $a$, where $\mathbf n=\mathbf r/r$. The orbital coefficients of $|B\rangle$ are $C_{ai}=D_{ai}/\sqrt{\sum D^2}$. Since $Y_{10}=\sqrt{3/4\pi}\,n_z$,

$$q=\sqrt{\tfrac{3}{4\pi}}\sum_{ai}C_{ai}D_{ai}=\sqrt{\tfrac{3}{4\pi}}\sqrt{\textstyle\sum D^2}.$$

The sum is obtained orbital by orbital. For $p_z$, $\langle n_z^2\rangle=\tfrac35$, of which $\tfrac13$ leads to s, leaving $\tfrac4{15}$ for d. For $p_x$ and $p_y$, $\langle n_z^2\rangle=\tfrac15$ each, all of it leading to d. The total is $\tfrac4{15}+\tfrac15+\tfrac15=\tfrac23$, so $q^2=1/(2\pi)$.

In the multipole expansion of the Coulomb interaction, a density of form $Y_{10}$ selects the $k=1$ term, with angular factor $4\pi/3$. The exchange energy is

$$K=2\cdot\frac1{2\pi}\cdot\frac{4\pi}3\,G^1=\frac43G^1,$$

$$G^1=\int\!\!\int u_{2p}(r)u_{3d}(r)\frac{r_<}{r_>^2}u_{2p}(r')u_{3d}(r')\,dr\,dr',$$

in hartree atomic units, with $u=rR$ the radial functions. $K$ is positive because it is the Coulomb integral of the singlet transition density with itself, which is twice the electrostatic self-energy of that charge distribution.

The pair states with total $J=1$ are $^1P$, $^3P$ and $^3D$. Exchange vanishes in the two triplets, so within this space it is $K|B\rangle\langle B|$. Acting on $|b_3\rangle$ or $|b_2\rangle$, it returns a multiple of $|B\rangle$, which lies in their span, while $H_0$ multiplies them by 0 and $\Delta$. The two states therefore form a closed problem:

$$H=\begin{pmatrix}\tfrac23K&\tfrac{\sqrt2}3K\\[2pt]\tfrac{\sqrt2}3K&\Delta+\tfrac13K\end{pmatrix}.$$

## Solving the two channels

The trace is $\Delta+K$. The determinant is $\tfrac23K\Delta+\tfrac29K^2-\tfrac29K^2=\tfrac23K\Delta$. Hence

$$E_\pm=\tfrac12(\Delta+K\pm S),$$

$$S^2=(\Delta+K)^2-\tfrac83K\Delta=\Delta^2-\tfrac23K\Delta+K^2 .$$

The intensities $I_\pm=|\langle\pm|B\rangle|^2$ follow from two sum rules. Normalization gives $I_-+I_+=1$. The mean energy gives

$$E_-I_-+E_+I_+=\langle B|H|B\rangle=K+\tfrac13\Delta .$$

Substituting $I_-=1-I_+$ and using $E_+-E_-=S$,

$$I_+=\frac{K+\frac13\Delta-E_-}{S}=\frac{\frac12S+\frac12K-\frac16\Delta}{S},$$

so that

$$I_\pm=\frac12\left[1\pm\frac{K-\Delta/3}{S}\right],$$

$$\frac{I(L_3)}{I(L_2)}=\frac{I_-}{I_+}=\frac{S+\Delta/3-K}{S-\Delta/3+K}.$$

Here L3 and L2 name the lower and upper line; neither has a pure hole $j$ once $K\neq0$. Some values are:

| $K/\Delta$ | ratio |
|---|---|
| 0 | 2.00 |
| 0.1 | 1.63 |
| 0.2 | 1.33 |
| 1/3 | 1.00 |
| 0.5 | 0.70 |
| 1 | 0.27 |
| 2 | 0.07 |

Exchange need not equal the splitting to spoil the 2:1 ratio; a third of it makes the lines equal. The reason appears in a different basis. The state orthogonal to $|B\rangle$ in the same space,

$$|O\rangle=\sqrt{\tfrac13}\,|b_3\rangle-\sqrt{\tfrac23}\,|b_2\rangle,$$

is dark. Its mean energy is $\tfrac23\Delta$, while that of $|B\rangle$ is $\tfrac13\Delta+K$. Without exchange the bright state lies below the dark one and gives most of its intensity to the lower line. At $K=\Delta/3$ the two are degenerate, and spin-orbit coupling mixes them half and half. Beyond that, the bright state lies above.

**Weak exchange.** Put $x=K/\Delta$. To first order $S=\Delta(1-x/3)$, so

$$I_-=\tfrac12\left[1+(\tfrac13-x)(1+\tfrac x3)\right]=\tfrac23-\tfrac49x,\qquad I_+=\tfrac13+\tfrac49x .$$

The ratio is $2(1-\tfrac23x)(1-\tfrac43x)=2-4x$ to this order. The slope is steep because intensity lost by one line is gained by the other, which is the weaker one at the start.

**Strong exchange.** The product of intensities is

$$I_-I_+=\frac{S^2-(K-\Delta/3)^2}{4S^2}=\frac{2\Delta^2}{9S^2},$$

since $S^2=(K-\Delta/3)^2+\tfrac89\Delta^2$. For $K\gg\Delta$, $I_+\to1$ and $S\to K$, so $I_-\to\tfrac29(\Delta/K)^2$. The lower line is then a nearly spin-forbidden transition.

The same form of $S^2$ shows that the line separation is not the spin-orbit splitting. It has its minimum, $\tfrac{2\sqrt2}3\Delta\approx0.94\Delta$, at $K=\Delta/3$, and it exceeds $\Delta$ when $K>\tfrac23\Delta$.

## Interference between the edges

Write an eigenstate as $c_3|b_3\rangle+c_2|b_2\rangle$, and let $\beta=\langle B|\pm\rangle$ be its transition amplitude. The rows of $(H-E)|\pm\rangle=0$ read $Ec_3=K\beta\sqrt{2/3}$ and $(E-\Delta)c_2=K\beta\sqrt{1/3}$. The two channels therefore contribute to $\beta$ the parts

$$\sqrt{\tfrac23}\,c_3=\frac{2K\beta}{3E},\qquad \sqrt{\tfrac13}\,c_2=\frac{K\beta}{3(E-\Delta)} .$$

From the trace and determinant, $E_-E_+=\tfrac23K\Delta>0$ and $(E_--\Delta)(E_+-\Delta)=-\tfrac13K\Delta<0$, so $0<E_-<\Delta<E_+$ for $K>0$. In the lower state the two parts have opposite signs and subtract. In the upper state they have the same sign and add. Exchange thus moves intensity upward, mainly through interference; the changed weights $c_3^2$ and $c_2^2$ account for the rest.

The same physics can be put as a response function. Let $g(\omega)=\langle B|(\omega-H_0)^{-1}|B\rangle$ and let $\chi$ be the same quantity with the full $H$. Solving $(\omega-H_0-K|B\rangle\langle B|)|X\rangle=|B\rangle$ for $\chi=\langle B|X\rangle$ gives $\chi=g(1+K\chi)$, or

$$\chi=\frac{g}{1-Kg},\qquad g=\frac{2/3}{\omega}+\frac{1/3}{\omega-\Delta}.$$

Since the denominator contains the full $g$, each edge responds to the field induced by both edges, its own and the other.

## The direct attraction works the other way

The quadrupole part of the electron-hole attraction is $-F^2P_2(\mathbf n_h\cdot\mathbf n_e)$, where

$$F^2=\int\!\!\int u_{2p}^2(r)\,\frac{r_<^2}{r_>^3}\,u_{3d}^2(r')\,dr\,dr' .$$

Within a shell of given $l$, rotational symmetry allows the quadrupole tensor $n_in_j-\tfrac13\delta_{ij}$ to be replaced by

$$-\frac{2}{(2l-1)(2l+3)}\left[\tfrac12(l_il_j+l_jl_i)-\tfrac13\delta_{ij}l(l+1)\right].$$

The denominators are 5 for p and 21 for d. Since $P_2$ is $\tfrac32$ times the contraction of the two tensors, and $l_h(l_h+1)\,l_e(l_e+1)=2\cdot6=12$,

$$P_2\to\frac{2}{35}\left[X^2+\tfrac12X-4\right],\qquad X=\mathbf l_h\cdot\mathbf l_e=\tfrac12[L(L+1)-8].$$

For P, $X=-3$ and $P_2\to\tfrac15$. For D, $X=-1$ and $P_2\to-\tfrac15$. The attraction energies are $-F^2/5$ for P and $+F^2/5$ for D.

The composition of $|O\rangle$ is also needed. Applying $\Lambda$ to $|B\rangle$ gives

$$\tfrac12\sqrt{\tfrac23}|b_3\rangle-\sqrt{\tfrac13}|b_2\rangle=\frac{|O\rangle}{\sqrt2}.$$

The hole spin turns the singlet into triplets, while $\mathbf l$ acts on the $L=1$ orbital state. The full squared norm of the orbital action is $l(l+1)=2$. Its part that stays in $L=1$ is $\gamma\mathbf L$, with

$$\gamma=\frac{L(L+1)+l_h(l_h+1)-l_e(l_e+1)}{2L(L+1)}=\frac{2+2-6}{4}=-\frac12,$$

and squared norm $\gamma^2L(L+1)=\tfrac12$. So $|O\rangle$ is $\tfrac14$ $^3P$ and, as p and d cannot couple to $L=0$, $\tfrac34$ $^3D$.

Now let $V$ be the sum of exchange and quadrupole attraction, small compared with $\Delta$. To first order, the projector on the upper group of states changes by $(P_{1/2}VP_{3/2}+P_{3/2}VP_{1/2})/\Delta$. The upper edge gains

$$\delta I_+=\frac2\Delta\cdot\frac{\sqrt2}3\langle b_2|V|b_3\rangle=\frac{4}{9\Delta}\left(V_{BB}-V_{OO}\right).$$

The last step uses $|b_3\rangle=\sqrt{2/3}|B\rangle+\sqrt{1/3}|O\rangle$ and $|b_2\rangle=\sqrt{1/3}|B\rangle-\sqrt{2/3}|O\rangle$, with $V_{BO}=0$ between singlet and triplet. Comparison with $\tfrac49K/\Delta$ identifies an effective exchange:

$$K_{\rm eff}=\left(\tfrac43G^1-\tfrac15F^2\right)-\left(-\tfrac14+\tfrac34\right)\tfrac15F^2=\tfrac43G^1-\tfrac3{10}F^2 .$$

The direct term alone would raise the ratio above 2. Exchange lowers it, and must first overcome this opposition.

## Free Ca²⁺

Ca²⁺ has an empty 3d shell. Its orbitals were computed in the exchange-only local density approximation with a spherical density, using Gaussian functions on a radial grid. The 2p orbital is that of Ca²⁺. The 3d orbital is that of Sc²⁺ $3d^1$, whose additional nuclear charge stands in for the 2p hole. The spin-orbit constant is $\zeta=\tfrac12\alpha^2\langle r^{-1}dV_{\rm at}/dr\rangle$ in hartree units, with $\alpha$ the fine-structure constant and $V_{\rm at}$ the self-consistent atomic potential.

The results are $\zeta=2.42$ eV, $G^1=2.69$ eV and $F^2=3.79$ eV. Thus $\Delta=1.5\,\zeta=3.63$ eV and $K=\tfrac43G^1=3.59$ eV: the two energies nearly coincide. Exchange alone gives

$$S=\sqrt{13.20-8.69+12.88}\ \text{eV}=4.17\ \text{eV},$$

$$\frac{I_-}{I_+}=\frac{4.17+1.21-3.59}{4.17-1.21+3.59}=0.27 .$$

The amplitudes show how this arises. In the lower line, 2p3/2 contributes $+0.727$ and 2p1/2 contributes $-0.263$; the sum squared is $0.464^2=0.215$. In the upper line, $0.372+0.514=0.886$ gives $0.785$. Yet the lower state still has $c_3^2=0.727^2/(2/3)=0.79$, so its hole is 79% 2p3/2. A moderate mixing of the states goes with a large change of intensity, because amplitudes interfere before they are squared.

With $F^2$ restored, numerical diagonalization of all 60 pair states gives three lines, at $-0.54$, $1.73$ and $5.27$ eV, with intensities $0.008$, $0.334$ and $0.658$. Counting the two lower lines as L3, the ratio is $0.52$. With $F^2$ but no exchange it would be $3.88$. The departure below 2 is therefore due to exchange, but the exchange-only model overstates it. The first-order replacement, $K_{\rm eff}=3.59-0.3\times3.79=2.45$ eV, put into the two-channel formula gives $0.49$. This is close to $0.52$, though the interactions are too large here for first-order theory to guarantee it. These numbers depend on how the hole is represented. Orbitals from a self-consistent $2p^53d^1$ configuration of Ca²⁺ give $\zeta=2.55$, $G^1=2.73$ and $F^2=3.93$ eV, which moves the ratios from $0.27$ and $0.52$ to $0.29$ and $0.555$.

## Why the early elements

If all lengths shrink as $1/Z$, a spin-orbit energy $\propto\langle Z/r^3\rangle$ grows as $Z^4$, and a Coulomb integral as $Z$. Screening alters both powers, but the same type of calculation for divalent ions keeps the order: from Ca to Ni, $\Delta$ grows by a factor 4.7 and $K$ by 2.3.

Filling the shell also matters. In a mean-field picture with every 3d spin orbital equally occupied, let $h$ be the empty fraction. All transition strengths are multiplied by $h$, so $g\to hg$, and the poles of $hg/(1-Khg)$ are those of the two-channel problem with $K$ replaced by $hK$.

| ion | $\Delta$ (eV) | $K$ (eV) | $h$ | $hK/\Delta$ | ratio |
|---|---|---|---|---|---|
| Ca²⁺ | 3.63 | 3.59 | 1.0 | 0.99 | 0.27 |
| Ti²⁺ | 5.68 | 4.85 | 0.8 | 0.68 | 0.48 |
| Cr²⁺ | 8.48 | 6.05 | 0.6 | 0.43 | 0.82 |
| Fe²⁺ | 12.20 | 7.19 | 0.4 | 0.24 | 1.2 |
| Ni²⁺ | 17.03 | 8.30 | 0.2 | 0.10 | 1.6 |

Between Ca and Ni, $hK/\Delta$ falls about tenfold. Within this mean-field estimate, a factor of 2 comes from $\Delta$ outgrowing $K$, and a factor of 5 from the filling of the shell. The last column shows only the trend and is not a predicted spectrum. It omits $F^2$ and the multiplet structure of an open shell, and it overstates exchange. For $3d^9$ the final 3d shell is full and the effect must vanish, yet $h=0.1$. To first order, an average over all many-electron states of $3d^n$ replaces $h$ by $(9-n)/9$, and the high-spin ground term gives still less: 0.76, 0.40, 0.09 and 0.05 for $n=2,4,6,8$. Starting from the ground term, without 3d spin-orbit coupling and with $G^1$ as the only 2p-3d interaction, the ratio is 1.96 for Fe²⁺ and 1.92 for Ni²⁺. With $F^2$ and the octupole exchange integral $G^3$ added it is 2.9 and 2.3, above the statistical value.

In a solid, a crystal field splits the 3d level, so $H_0$ no longer has just two eigenvalues and more lines appear. Hybridization mixes the 3d orbital with orbitals of neighbouring atoms, so each resulting orbital has only part of the 3d overlap with 2p and a smaller $G^1$. Exchange also couples excitations into different empty orbitals, however, so the smaller $G^1$ of one orbital does not by itself determine the ratio. The free-ion ratios should not be carried over to compounds. The formula also concerns integrated intensities; if the two lines have different widths, their peak heights stand in a different ratio.
